# Mean-Field Phase Separation of Attracting Adsorbates on a Lattice

Adsorbates that attract their nearest neighbours on a lattice of equivalent sites separate, in the mean-field approximation, into a dilute and a dense phase below the critical temperature

$$
T_c=\frac{zw}{4k}.
$$

Here $z$ is the number of nearest neighbours of a site, $w>0$ is the energy gained by each neighbouring pair, and $k$ is Boltzmann's constant. Below $T_c$ the layer separates if its mean coverage lies between the two coexisting coverages derived below. If the gas pressure is fixed instead, the coverage jumps at one particular pressure. The factor $1/4$ belongs to the approximation: the same lattice treated exactly has a lower transition temperature, or, in one dimension, none.

Let $n_i=0$ or $1$ be the occupation of site $i$; double occupation is excluded. With $\varepsilon$ the binding energy of a lone adsorbate, measured from the bottom of its potential well, the energy is

$$
H=-\varepsilon\sum_i n_i-w\sum_{\langle ij\rangle}n_in_j ,
$$

where each neighbouring pair is counted once. Vibration at an occupied site contributes a partition function $q$, and hence a free energy $-kT\ln q$ per adsorbate. If $q$ does not depend on the neighbours, as assumed here, this term is proportional to the number of adsorbates. It then shifts the chemical potential and cannot affect phase separation. It is left out until the pressure is needed. The algebra uses atomic units, with $k$ kept.

For any probability distribution $P$ over the configurations, define

$$
\Omega[P]=\sum P\,(H-\mu N+kT\ln P),
$$

where $\mu$ is the chemical potential and $N=\sum_i n_i$. The equilibrium distribution is $P_0=e^{-(H-\mu N-\Omega_0)/kT}$, with $\Omega_0$ the true grand potential. Substituting $H-\mu N=\Omega_0-kT\ln P_0$ gives

$$
\Omega[P]-\Omega_0=-kT\sum P\ln\frac{P_0}{P}\ \ge\ -kT\sum P\left(\frac{P_0}{P}-1\right)=0,
$$

because $\ln x\le x-1$ and both distributions sum to one. Every trial distribution therefore gives an upper bound to $\Omega_0$.

Mean field is the choice of independent sites, site $i$ being filled with probability $\theta_i$. Independence replaces the average of $n_in_j$ by $\theta_i\theta_j$, and the entropy becomes a sum over sites:

$$
\Omega=\sum_i\left[-(\varepsilon+\mu)\theta_i+kT\,s(\theta_i)\right]-w\sum_{\langle ij\rangle}\theta_i\theta_j,
$$

$$
s(\theta)=\theta\ln\theta+(1-\theta)\ln(1-\theta).
$$

The coverages need not be assumed equal. From $(\theta_i-\theta_j)^2\ge0$ follows $\theta_i\theta_j\le(\theta_i^2+\theta_j^2)/2$. Each site belongs to $z$ pairs, so

$$
-w\sum_{\langle ij\rangle}\theta_i\theta_j\ \ge\ -\frac{zw}{2}\sum_i\theta_i^2 .
$$

The right-hand side makes $\Omega$ a sum of identical one-site functions, which is smallest when every $\theta_i$ sits at the minimum of that function. A uniform coverage turns the inequality into an equality and so reaches this lowest value. For attraction, the best product state at given $\mu$ is thus uniform, and its free energy per site is

$$
f(\theta)=-\varepsilon\theta-\frac{zw}{2}\theta^2+kT\,s(\theta).
$$

When the mean coverage is prescribed instead, the layer may divide into two large regions of different coverage. In a two-dimensional layer the pairs across their boundary are a vanishing fraction of all pairs, so the free energy is the area-weighted mean of $f$ in the two regions. Division can pay only if $f$ fails to be convex. Since $s'(\theta)=\ln[\theta/(1-\theta)]$ and $s''(\theta)=1/\theta+1/(1-\theta)$,

$$
f''(\theta)=\frac{kT}{\theta(1-\theta)}-zw .
$$

The first term is the resistance of the mixing entropy to a change of coverage; the second is the gain from crowding. Because $\theta(1-\theta)\le1/4$, the entropy term is never less than $4kT$, and it takes that value at $\theta=1/2$. Hence $f$ is convex at all coverages if $4kT\ge zw$, and is concave around half coverage if $4kT<zw$. This is the stated critical temperature.

To find the coexisting coverages, write $\theta^2=\theta-\theta(1-\theta)$ in the attraction term:

$$
f(\theta)=-\left(\varepsilon+\frac{zw}{2}\right)\theta+\varphi(\theta),\qquad
\varphi(\theta)=\frac{zw}{2}\theta(1-\theta)+kT\,s(\theta).
$$

The linear term has the same mean value however the adsorbates are distributed, so $\varphi$ alone decides. It is unchanged when $\theta$ and $1-\theta$ are exchanged. With $m=2\theta-1$, so that $\theta=(1+m)/2$ and $1-\theta=(1-m)/2$,

$$
\varphi'(\theta)=-\frac{zw}{2}m+kT\ln\frac{1+m}{1-m}.
$$

The logarithm equals $2\,\mathrm{artanh}\,m$. Setting $\varphi'=0$ and dividing by $2kT$ gives $\mathrm{artanh}\,m=zwm/(4kT)$, or

$$
m=\tanh\left(\frac{T_c}{T}m\right).
$$

For $m>0$ the right-hand side is concave, starts with slope $T_c/T$ and stays below one. It therefore meets the straight line $m$ once at a positive value $m_0$ if $T<T_c$, and not at all if $T\ge T_c$. Below $T_c$, $\varphi'$ is negative for $0<m<m_0$ and positive beyond, so $\pm m_0$ are two equally deep minima. A mixture of the coverages

$$
\theta_\pm=\frac{1\pm m_0}{2}
$$

has the lowest possible value of $\varphi$, and can be formed for every mean coverage between them. If $x$ is the dense fraction of the area, $\theta=x\theta_++(1-x)\theta_-$ fixes it.

Instability of the uniform layer is a narrower condition. Setting $f''=0$ with $\theta(1-\theta)=(1-m^2)/4$ gives

$$
m_s^2=1-\frac{T}{T_c}.
$$

For $|m|<m_s$ a uniform layer is unstable to small changes of coverage. On the positive side $\varphi'$ starts at zero, falls until $m_s$, and then rises to reach zero again at $m_0$; hence $m_0>m_s$. Between $m_s$ and $m_0$ the uniform layer is metastable. Outside $\pm m_0$ the function $\varphi$ is convex and lies above its minimum, and the uniform layer is stable.

Two limits show the shape of the coexistence curve. Just below $T_c$, $m_0$ is small and $\tanh y\simeq y-y^3/3$. Dividing the coexistence equation by $m_0$ gives $1\simeq T_c/T-(T_c/T)^3m_0^2/3$, so to leading order

$$
m_0^2\simeq3\left(1-\frac{T}{T_c}\right),
$$

three times the spinodal value of $m^2$. Far below $T_c$, $m_0$ is close to one and $\tanh y\simeq1-2e^{-2y}$, so that

$$
\theta_-=\frac{1-m_0}{2}\simeq e^{-2T_c/T}=e^{-zw/(2kT)} .
$$

The energy in this exponent is that of $z/2$ bonds, the number broken per atom when a large island is dispersed into lone adsorbates.

The pressure follows from equating chemical potentials. On the surface, with vibration restored,

$$
\mu=-\varepsilon-zw\theta-kT\ln q+kT\ln\frac{\theta}{1-\theta}.
$$

An ideal gas of $N_g$ atoms in a volume $V$ has the partition function $Z_1^{N_g}/N_g!$. The one-atom factor, for mass $M$ and spin degeneracy $g$, is

$$
Z_1=gV\int\frac{d^3p}{(2\pi)^3}e^{-p^2/(2MkT)}=\frac{gV}{\lambda^3},\qquad
\lambda=\sqrt{\frac{2\pi}{MkT}} .
$$

For large $N_g$, differentiating the free energy gives $\mu=kT\ln(N_g/Z_1)$. With $N_g/V=p/(kT)$ this is $\mu=kT\ln[p\lambda^3/(gkT)]$. Equality with the surface value yields the isotherm

$$
p=\frac{gkT}{\lambda^3q}\,\frac{\theta}{1-\theta}\,e^{-(\varepsilon+zw\theta)/kT}.
$$

At coexistence $\varphi'=0$, so the slope of $f$ is $-(\varepsilon+zw/2)$ and

$$
p_c=\frac{gkT}{\lambda^3q}\,e^{-(\varepsilon+zw/2)/kT}.
$$

For three equal vibrations of angular frequency $\omega$, summing the levels $(n+\tfrac12)\omega$ as a geometric series gives $q=[2\sinh(\omega/2kT)]^{-3}$. The adsorbed atom is taken to have no spin degeneracy.

The mean coverage does not appear in $p_c$: adding atoms enlarges the dense regions at constant pressure. This has a consequence for desorption. The flux of gas atoms onto a surface is their density times the mean inward velocity, averaged over all atoms with the outgoing ones counted as zero,

$$
F=\frac{p}{kT}\sqrt{\frac{kT}{2\pi M}}=\frac{p}{\sqrt{2\pi MkT}} .
$$

In equilibrium, desorption balances the part $SF$ that sticks. Suppose that $S$ is the same on both phases, and that surface diffusion keeps them in mutual equilibrium while the gas is pumped away. Each phase then loses $SF(p_c)$ atoms per unit area and time, whatever its share of the surface. Desorption is of zero order as long as both phases are present. If diffusion is too slow or the sticking probabilities differ, this conclusion need not hold. Equal sticking itself requires a route that the lattice model leaves out, such as a mobile atom landing on top of an island. If atoms stick only on empty sites, $S=1-\theta$ in each phase, the total rate is $(1-\theta)F(p_c)$ with $\theta$ the mean coverage, and desorption is not of zero order.

Consider a model layer in the regime of silver evaporated onto the (110) face of tungsten. The rough values are $z=6$, $w=0.10$ eV, $\varepsilon=2.90$ eV, a site spacing of 0.289 nm (the nearest-neighbour distance in silver; the tungsten sites are 0.274 and 0.317 nm apart, 14.1 per nm$^2$), a vibration frequency of 3 THz and $T=900$ K. The critical energy is

$$
kT_c=\frac{6\times0.10}{4}\ \text{eV}=0.15\ \text{eV},
$$

which corresponds to 1741 K. At 900 K, $T_c/T=1.934$, and the coexistence equation has the root $m_0=0.951$, since $\tanh(1.934\times0.951)=0.951$. The phases have coverages 0.025 and 0.975. At 1700 K, close to $T_c$, they have approached 0.37 and 0.63.

The spinodal at 900 K lies at $m_s=\sqrt{1-1/1.934}=0.695$, or coverages 0.15 and 0.85. In mean field, the dilute layer can be supersaturated up to the first of these. Since $\mu-\mu_c=\varphi'$, with $\mu_c$ the coexistence value, inserting $m=-m_s$ gives

$$
\frac{p}{p_c}=e^{zwm_s/(2kT)}\,\frac{1-m_s}{1+m_s}
=e^{2.69}\times\frac{0.305}{1.695}\simeq2.6 .
$$

This is the limit of metastability in mean field. It takes no account of the nucleation of islands, which on the lattice itself, at this temperature, ends the metastable state well before this limit.

For the pressure, $kT=0.07756$ eV, $\lambda=0.0056$ nm, $q=243.5$ and $g=2$. The factor before the exponential is about $4.4\times10^9$ Torr, and the exponent is $-3.20/0.07756=-41.3$. The result is

$$
p_c\simeq5.2\times10^{-9}\ \text{Torr}.
$$

Direct summation of the gas and vibrational levels gives the same value to the digits shown. The corresponding flux is $5.9\times10^{-3}$ atoms per nm$^2$ per second. With 13.8 sites per nm$^2$ and unit sticking, a full layer's worth of atoms would leave in $13.8/(5.9\times10^{-3})\simeq2300$ s at this constant rate. With sticking on empty sites only, passing from coverage 0.975 to 0.025 would take $\ln(0.975/0.025)\simeq3.7$ times as long. The pressure depends exponentially on the binding energy, so these figures indicate a regime and do not predict the behaviour of a particular sample. The vibration frequency matters too. In a sinusoidal potential with the given site spacing, a lateral frequency of 3 THz would imply a diffusion barrier of about 1.7 eV, which is high for a metal adatom on a close-packed face. For harmonic vibrations, halving the two lateral frequencies would lower $p_c$ by a factor of about four.

Within the model, the error in $T_c$ comes from treating the sites as independent. Real neighbours are correlated: an adsorbate is more likely to have another beside it than the mean coverage suggests. A layer of uniform mean coverage thereby gains attraction energy beyond the mean-field value $zw\theta^2/2$ per site, without separating into phases.

The chain, $z=2$, shows how far this can go. Mean field predicts $kT_c=w/2$. The exact partition function follows from multiplying a $2\times2$ matrix along the chain. With $y=(\mu+\varepsilon+w)/kT$ and vibration again omitted, the matrix has diagonal elements $1$ and $e^y$ and off-diagonal elements $e^{(y-w/kT)/2}$. Its larger eigenvalue is

$$
\Lambda=e^{y/2}\left[\cosh\frac y2+R\right],\qquad
R=\sqrt{\sinh^2\frac y2+e^{-w/kT}} .
$$

For a long chain the grand potential per site is $-kT\ln\Lambda$, so the coverage is

$$
\theta=\frac{\partial\ln\Lambda}{\partial y}
=\frac12+\frac{\sinh(y/2)}{2R}.
$$

At any nonzero temperature $R$ is positive and the coverage is a smooth function of $\mu$: there is no jump. At half coverage, $y=0$, the slope is

$$
kT\frac{\partial\theta}{\partial\mu}=\frac14e^{w/(2kT)} .
$$

At $kT=w/4$, half the mean-field critical value, it is $e^2/4=1.85$, large but finite. A boundary between filled and empty stretches costs a fixed energy in a chain but can be placed at any of very many positions, and entropy therefore breaks up the phases.

On the triangular lattice, with $z=6$, a transition survives at a lower temperature. It can be located from long strips of finite width. The ratio of the two leading eigenvalues of the strip's transfer matrix gives a correlation length, and at the transition this length should grow in proportion to the width. Requiring the same proportion for widths of 8 and 9 sites gives $kT=0.0910$ eV, in agreement with the known exact result

$$
kT_c^{\text{exact}}=\frac{w}{\ln3}=0.0910\ \text{eV}.
$$

This is 1056 K. Mean field overestimates the transition temperature by a factor of 1.65 at the same $w$. At 1300 K it predicts phases of coverage 0.11 and 0.89. A simulation of $48\times48$ sites at the coexistence chemical potential, started from an empty lattice, instead gives a mean coverage of 0.50: the predicted dilute phase does not persist.

At 900 K the true lattice does separate. The simulated dilute phase has coverage 0.039, against 0.025 in mean field. The coexistence pressure is unaffected by this error, for a reason of symmetry. At $\mu+\varepsilon=-zw/2$,

$$
H-\mu N=-w\sum_{\langle ij\rangle}\left(n_i-\tfrac12\right)\left(n_j-\tfrac12\right)+\text{constant},
$$

as multiplying out the product confirms: its linear terms add up to $(zw/2)\sum_i n_i$. Exchanging filled and empty sites leaves this expression unchanged, so a dilute phase and its dense counterpart have equal grand potentials at this $\mu$, with or without mean field.

A silver layer on tungsten departs from the model in further ways. The six neighbours of a site on the (110) face are not equivalent. If the three bond directions have strengths 0.06, 0.12 and 0.12 eV, with the mean held at 0.10 eV, the mean-field result is unchanged, and the strip calculation gives 1045 K instead of 1056 K. Bond energies also need not add. An energy $t$ for each filled triangle, of which there are two per site, adds $2t\theta^3$ to $f$ and $12t\theta$ to $f''$. A repulsion $t=0.01$ eV lowers the mean-field $T_c$ by about 170 K. An uncertainty of 0.01 eV in $w$ itself moves it by $6\times0.01/4=0.015$ eV, or 174 K.

Electrostatic repulsion matters less for the values chosen here. An adatom charge of $0.02e$ at 0.12 nm above the image plane would give a full layer a potential step of 0.60 V if the adatoms did not depolarise one another. The repulsion from all neighbours beyond the nearest, images included, sums to 0.0032 eV. It counteracts $zw$, and a quarter of it, about 9 K, is lost from the mean-field $T_c$. Because this repulsion has a long range, the first instability on cooling is, strictly, a modulation of the coverage with a wavelength of about 100 nm; this changes $T_c$ by only about 0.1 K. A vibration frequency that depends on the neighbours can matter more. If it rises linearly with coverage and is 5% higher in a full layer than for a lone atom, the mean-field $T_c$ falls by about 120 K. With the same frequency at every site, the quantum correction to the vibration does not enter $T_c$. It affects only the pressure, and only slightly: the classical $q$ is too large by 0.3% relative to the quantum value.

Occupation of a second layer is also excluded from the model. If an atom in a condensed second layer is bound by roughly 2.90 eV, against 3.20 eV in the first, and the vibrations are alike, that layer condenses at $e^{0.30/0.07756}\simeq48$ times $p_c$. This is well above the largest supersaturation of the first layer. Lone atoms on top of the islands, bound by roughly 2.3 eV, cover about $10^{-5}$ of the sites at $p_c$. These two bindings imply an attraction of 0.2 eV per pair in the second layer, twice the value of $w$ in the first; with the smaller value, and the binding of a lone second-layer atom kept at 2.3 eV, the second layer would condense at a still higher pressure. The misfit between silver and tungsten, which lets a dense layer relax away from the substrate sites, lies outside any model with fixed sites, and its effect is not estimated here.

For this layer the mean-field temperature of 1741 K is therefore an overestimate set by the approximation, not a usable operating limit. Desorption points the same way. Scaling the 2300 s found at 900 K by the Boltzmann factor for 3.20 eV alone leaves a time of the order of microseconds at 1741 K. Within the model, two-phase coverage at 900 K is supported by both the mean-field and the lattice calculations; between 1056 K and 1741 K it is an artefact of mean field. The numerical output lists the model parameters and the main results.

## Computed results

```
coordination z = 6
pair attraction w = 0.10 eV
lone-adsorbate binding eps = 2.90 eV
site spacing = 0.289 nm
site density = 13.83 nm^-2
site vibration frequency = 3.0 THz
atomic mass = 107.868 u; spin degeneracy = 2
working temperature = 900 K; kT = 0.07756 eV
mean-field kTc = 0.1500 eV; Tc = 1741 K
onset found by finite differences = 0.15000 eV
mean-field coexisting coverages at 600 K = 0.0031 and 0.9969
mean-field coexisting coverages at 900 K = 0.0247 and 0.9753
mean-field coexisting coverages at 1300 K = 0.1104 and 0.8896
mean-field coexisting coverages at 1500 K = 0.1962 and 0.8038
mean-field coexisting coverages at 1700 K = 0.3689 and 0.6311
Tc/T at working temperature = 1.9341
m at working temperature = 0.9507
spinodal coverages = 0.1525 and 0.8475
largest supersaturation p/p_c = 2.647
coexistence mu without vibration = -3.200 eV
thermal wavelength = 0.00560 nm
site partition function q = 243.5
classical q / quantum q = 1.00320
coexistence pressure, formula = 5.242e-09 Torr
coexistence pressure, level sums = 5.242e-09 Torr
arrival flux at p_c = 5.910e-03 nm^-2 s^-1
full-layer desorption time, unit sticking = 2339 s
chain: kT dtheta/dmu at kT = w/4 = 1.847
triangular lattice kTc, strips = 0.09103 eV
triangular lattice kTc, w/ln3 = 0.09102 eV
triangular lattice true Tc = 1056 K
mean-field Tc / true Tc = 1.648
simulated dilute coverage at 900 K = 0.0392
exact dilute coverage at 900 K = 0.0394
simulated coverage at 1300 K from empty start = 0.503
uneven bonds = 0.06, 0.12, 0.12 eV
true Tc with uneven bonds, strips = 1045 K
three-body repulsion = 0.010 eV per filled triangle
mean-field Tc shift by three-body term = -169 K
adatom charge = 0.02 e; height over image plane = 0.12 nm
full-layer potential step, no depolarisation = 0.60 V
summed far repulsion = 0.00322 eV
mean-field Tc shift by far repulsion = -9.3 K
second-layer binding, condensed = 2.90 eV
second-layer binding, lone atom = 2.30 eV
second-layer condensation pressure / p_c = 47.9
lone-atom coverage on top of islands = 9.1e-06
mean-field Tc change per 0.01 eV in w = 174 K
```
